# Meyer-Neldel prefactor from phonon pooling: rate, range and limits

## Form of the answer

A switching site draws its activation energy from $N$ vibrational modes of equal quantum $w=\hbar\omega$. It switches when the modes together hold $m$ quanta, that is, an energy $E=mw$ above the zero-point level. The modes exchange quanta with a heat bath at temperature $T$, and every exchange rate is proportional to one damping rate $\gamma$. The switching rate must then have the form

$$k=\gamma\,f\!\left(m,N,\frac{w}{k_BT}\right).$$

The Meyer-Neldel rule states that, across a family of related processes, the Arrhenius prefactor $A$ grows with the activation energy $E_a$ as $A=A_{00}\exp(E_a/E_{MN})$. If $E_{MN}$ does not depend on temperature, dimensions leave one possibility: $E_{MN}=w\,g(m,N)$. The function $g$ is a matter of counting.

Symmetry says what to count. The gate is assumed to respond to the total number of quanta $n=\sum_i n_i$, however they are shared. All arrangements with the same total are then equivalent, and their number supplies the entropy. This equal-sharing gate is the main physical assumption. A barrier that needs its energy in one particular coordinate does not satisfy it, and is treated below as the case $N=1$.

## The total number of quanta as a random walk

For weak, memoryless coupling to the bath, mode $i$ gains and loses single quanta at the rates

$$n_i\to n_i+1:\ \gamma\bar n(n_i+1),\qquad n_i\to n_i-1:\ \gamma(\bar n+1)n_i,$$

with $x=e^{-w/k_BT}$ and $\bar n=x/(1-x)$. Subtracting loss from gain gives $d\langle n_i\rangle/dt=-\gamma(\langle n_i\rangle-\bar n)$, so $\gamma$ is the energy damping rate of a mode. Summing over the modes gives the rates for the total:

$$b_n=\gamma\bar n(n+N),\qquad d_n=\gamma(\bar n+1)n .$$

They depend on $n$ alone, so the total performs a one-dimensional random walk and the individual $n_i$ can be dropped.

The number of ways to place $n$ identical quanta in $N$ modes is the number of ways to order $n$ quanta and $N-1$ dividers:

$$W(n)=\binom{N+n-1}{n}.$$

Each mode has the thermal distribution $(1-x)x^{n_i}$. The product over modes, summed over arrangements, is

$$\pi_n=W(n)\,x^n(1-x)^N .$$

This satisfies detailed balance. Since $\bar n/(\bar n+1)=x$,

$$\frac{b_n}{d_{n+1}}=x\,\frac{n+N}{n+1}=\frac{\pi_{n+1}}{\pi_n}.$$

## From the walk to a switching rate

Let $h_j$ be the mean time to go from $j$ to $j+1$ quanta for the first time. The walk waits $1/(b_j+d_j)$ on average. With probability $d_j/(b_j+d_j)$ it then steps down and has to climb twice:

$$h_j=\frac{1}{b_j+d_j}+\frac{d_j}{b_j+d_j}\,(h_{j-1}+h_j).$$

Multiplying by $b_j+d_j$ and cancelling $d_jh_j$ leaves

$$b_jh_j=1+d_jh_{j-1},\qquad h_0=1/b_0 .$$

Now multiply by $\pi_j$ and use $d_j\pi_j=b_{j-1}\pi_{j-1}$. The quantity $b_j\pi_jh_j$ grows by $\pi_j$ at each step, so

$$h_j=\frac{1}{b_j\pi_j}\sum_{i=0}^{j}\pi_i .$$

The mean switching time from an empty pool is $\tau=\sum_{j=0}^{m-1}h_j$, and the rate is defined as $k=1/\tau$.

For a rare event the threshold lies far above the thermal mean $N\bar n$. Two simplifications follow. Near the threshold the sum over $\pi_i$ is close to 1, and the last terms of $\tau$ dominate. The last term is $1/(b_{m-1}\pi_{m-1})=1/(d_m\pi_m)$, and the term before it is smaller by the factor

$$\rho=\frac{b_{m-1}\pi_{m-1}}{b_{m-2}\pi_{m-2}}=\frac{b_{m-1}}{d_{m-1}}=x\left(1+\frac{N}{m-1}\right).$$

Further down the ratio changes slowly. Treating it as constant gives $\tau\simeq(1+\rho+\rho^2+\dots)/(d_m\pi_m)$, hence $k\simeq d_m\pi_m(1-\rho)$. With $\bar n+1=1/(1-x)$ and the counting factor

$$G(m)=mW(m)=\frac{(N+m-1)!}{(m-1)!\,(N-1)!}=N\binom{N+m-1}{N},$$

the rate is

$$\boxed{k\simeq\gamma\,G(m)\,x^m(1-x)^{N-1}(1-\rho)}$$

The condition $\rho<1$ means that just below the threshold losses outpace gains. If $\rho$ approaches 1 the series no longer converges quickly and the formula fails. The recursion for $h_j$ still holds there.

## The Meyer-Neldel energy

Raise the threshold by one quantum at fixed $N$ and $T$. The factorials give, without approximation,

$$\frac{G(m+1)}{G(m)}=\frac{N+m}{m}=1+\frac Nm .$$

The Boltzmann factor contributes $x$. Apart from the slow change of $1-\rho$,

$$\frac{k(m+1)}{k(m)}\simeq\exp\left[-w\left(\frac1{k_BT}-\frac1{E_{MN}}\right)\right],\qquad \boxed{E_{MN}(m)=\frac{w}{\ln(1+N/m)}}$$

This is the function $g$ left open by the dimensional argument. The larger barrier costs a Boltzmann factor, but it can be assembled in more ways.

$E_{MN}$ is a local slope. The assembly entropy $k_B\ln W$ is concave in $E$, so it is not equal to $k_BE/E_{MN}$, and the prefactor cannot be written as one exponential starting from $E=0$.

The energy also has a thermal meaning. Let $T^*$ be the temperature at which the pool would hold $m$ quanta on average, $N\bar n(T^*)=m$. Then $e^{w/k_BT^*}=1+1/\bar n=1+N/m$, and therefore

$$k_BT^*=E_{MN}.$$

The rare-event condition is thus $k_BT<E_{MN}$, with a margin.

Three limits show what the entropy depends on:

- **Many modes, $N\gg m$.** $E_{MN}\simeq w/\ln(N/m)$, which varies slowly with $E$. The rule is then closer to a straight line, but only logarithmically so: for $N=500$ and $w=60$ meV the local value still rises from 18.4 to 20.9 meV between $m=20$ and $m=30$. Since $E_{MN}$ is small, the rare-event condition also confines this case to low temperature, below about 210 K.
- **Few modes, $N\ll m$.** $\ln(1+N/m)\simeq N/m$, so $E_{MN}\simeq E/N$. The prefactor approaches a power law, $G\simeq m^N/(N-1)!$ when also $N^2\ll m$, and a straight line describes it over a short range at best.
- **One mode, $N=1$.** $G=m$. The exponential growth is gone, although the activation energy is still made of $m$ phonons.

The last case answers the question of principle. Building a large energy from many small quanta does not by itself produce a Meyer-Neldel prefactor. Several modes must be able to pool their energy at the gate, and $N$ counts those modes, not all the modes of the solid.

## What an Arrhenius plot measures

Let $\beta=1/k_BT$ and $E_a=-\partial\ln k/\partial\beta$. The logarithm of the rate is

$$\ln k=\ln(\gamma G)-m\beta w+(N-1)\ln(1-x)+\ln(1-\rho).$$

Both $x$ and $\rho$ are proportional to $e^{-\beta w}$, so $\partial x/\partial\beta=-wx$ and $\partial\rho/\partial\beta=-w\rho$. Hence $\partial\ln(1-x)/\partial\beta=w\bar n$ and $\partial\ln(1-\rho)/\partial\beta=w\rho/(1-\rho)$. With the overall minus sign,

$$E_a=w\left[m-(N-1)\bar n-\frac{\rho}{1-\rho}\right].$$

The measured energy is below the threshold mainly because the pool already holds thermal energy.

The prefactor follows from $\ln A=\ln k+\beta E_a$. The terms $\pm m\beta w$ cancel:

$$\ln A=\ln(\gamma G)-(N-1)s+\ln(1-\rho)-\beta w\frac{\rho}{1-\rho},$$

$$s=-\ln(1-x)+\beta w\bar n=(1+\bar n)\ln(1+\bar n)-\bar n\ln\bar n .$$

The second form of $s$ uses $1-x=1/(1+\bar n)$ and $\beta w=\ln[(1+\bar n)/\bar n]$. It is the thermal entropy of one mode in units of $k_B$. At fixed $N$ and $T$ this entropy is the same for every threshold, so it shifts the Meyer-Neldel line without tilting it. The $\rho$ terms tilt it slightly.

## Worked example: a SnO$_2$ resistive cell

The parameters are rough values for fluctuations in an oxide cell: $w=60$ meV, $\gamma=10^{12}$ s$^{-1}$, thresholds from 1.2 to 1.8 eV, and temperatures from 300 to 400 K. The pool has $N=18$ modes, the number belonging to six atoms. This size is a model choice.

Take $m=25$, $E=1.50$ eV, at 350 K. Then $k_BT=30.16$ meV, $x=0.1368$ and $\bar n=0.1585$. The pool holds 2.85 quanta on average, so 25 is a rare excursion. The number of assemblies is $W=2.55\times10^{11}$, giving $\ln(\gamma G/\mathrm{s^{-1}})=27.63+29.48=57.11$, and $\rho=0.1368\,(1+18/24)=0.239$. The rate is

$$\ln(k/\mathrm{s^{-1}})=57.11-49.73-2.50-0.27=4.61,\qquad k\simeq100\ \mathrm{s^{-1}}.$$

The terms after the first are the Boltzmann factor, the normalization $17\ln(1-x)$ and $\ln(1-\rho)$. The first-passage recursion gives 99.8 s$^{-1}$. Over seven thresholds and five temperatures in the stated ranges, the formula differs from the recursion by at most 0.84 % of the latter.

The Arrhenius quantities at this point are

$$E_a=60\,(25-2.69-0.31)\ \mathrm{meV}=1.32\ \mathrm{eV},$$

$$\ln(A/\mathrm{s^{-1}})=57.11-7.86-0.27-0.63=48.35 .$$

The prefactor is about $10^{21}$ s$^{-1}$, nine orders of magnitude above $\gamma$. It is not a frequency of any motion. It contains the number of assemblies, reduced by the thermal entropy.

Arrhenius fits to first-passage rates between 300 and 400 K give:

| $E$ (eV) | $E_a$ (eV) | $A$ (s$^{-1}$) | $k$ at 350 K (s$^{-1}$) |
|---|---|---|---|
| 1.20 | 1.022 | $4.8\times10^{19}$ | $1.0\times10^{5}$ |
| 1.50 | 1.325 | $1.1\times10^{21}$ | $1.0\times10^{2}$ |
| 1.80 | 1.627 | $1.6\times10^{22}$ | $6.3\times10^{-2}$ |

A straight line through all seven pairs $(E_a,\ln A)$ has $E_{MN}=105$ meV. Its rms residual is 0.10 in $\ln A$, while $\ln A$ itself changes by 5.8. Yet the local $E_{MN}$ from the counting formula rises from 93.5 to 127.7 meV over the same thresholds, and the local slope $dE_a/d\ln A$ of the first-passage rates at 350 K rises from about 90 to 125 meV. A good straight line is therefore weak evidence for a constant $E_{MN}$.

The fitted value lies below the local value at mid-range, 110.6 meV, for two reasons. First, the growth of $G$ between $m=20$ and $m=30$ is $\sum_{m=20}^{29}\ln(1+18/m)=5.555$. Over 600 meV this corresponds to 108 meV. Most of the difference from 110.6 meV arises because the local value at $m=25$ describes the step from 25 to 26 quanta, which lies half a quantum above mid-range; a step centred on 25 would give $60/\ln(1+18/24.5)=109$ meV. The rest arises because the slope $1/E_{MN}$ falls faster at the low end than at the high end, so its average exceeds its mid-range value. Second, $\rho$ falls from 0.266 to 0.222 across the range at 350 K, which raises the $\rho$ terms in $\ln A$ by a further 0.215. The total, 5.77 (5.79 in the first-passage fits) over the measured span of 605 meV, gives 105 meV.

With one mode in place of 18 and all else fixed, the 1.50 eV rate at 350 K drops from 100 to $5.4\times10^{-9}$ s$^{-1}$. The formula then gives $E_{MN}=1530$ meV and the fit 1449 meV, so the compensation has practically vanished.

## The lines meet, the rates do not

If the fitted rule held at all temperatures, every rate in the family would coincide at $E_{MN}/k_B=1215$ K. The extrapolated lines for 1.2 and 1.8 eV do give a rate ratio of 0.99 there. The first-passage ratio is 2.61. At this temperature escape is not a rare event and the number depends on how the rate is defined; the slowest decay eigenvalue gives 3.6.

At fixed $N$ the rates of this model cannot cross. Starting from an empty pool, $\tau(m+1)=\tau(m)+h_m$ with $h_m>0$, so a higher threshold always takes longer. Near the isokinetic temperature the pool reaches the threshold in its ordinary fluctuations, and the Arrhenius lines no longer describe it. The crossing point is a parameter of the low-temperature fit.

## A pool that grows with the barrier

A larger barrier may involve a larger region. Suppose $N=cm$ with $c$ fixed, which is an additional assumption. For large $m$, Stirling's formula gives

$$\ln G\simeq(N+m)\ln(N+m)-N\ln N-m\ln m=m\,h(c),$$

$$h(c)=(1+c)\ln(1+c)-c\ln c .$$

The terms in $\ln m$ cancel because their coefficients are $1+c-c-1=0$. Corrections to $\ln G$ grow only as $\ln m$, and $\rho\simeq x(1+c)$ is nearly constant. To leading order

$$\ln A\simeq m[h(c)-c\,s]+\text{const},\qquad E_a\simeq mw(1-c\bar n),$$

$$\frac1{E_{MN}}=\frac{h(c)-c\,s(T)}{w\,[1-c\,\bar n(T)]},\qquad c\,\bar n<1 .$$

The slope no longer depends on $E$, so the rule is linear to this order. The price is a dependence on temperature: the thermal entropy now grows with the pool and does not drop out.

For $c=0.75$ at 350 K, $h=1.195$ and $s=0.462$, so

$$E_{MN}=60\times\frac{1-0.119}{1.195-0.347}\ \mathrm{meV}=62.3\ \mathrm{meV}.$$

First-passage rates for the pools $(m,N)=(100,75)$ and $(120,90)$, thresholds of 6 to 7 eV chosen to approach the large-$m$ limit, give 62.0 meV. The pools $(20,15)$ and $(28,21)$, in the range of the example, give 60.7 meV. The ratio $N/m$ is close to the 0.72 of the fixed pool at 1.50 eV, yet $E_{MN}$ is little more than half as large. A measured $E_{MN}$ therefore does not determine the pool size unless one knows how the pool changes along the family.

## Other gates and other spectra

**Slow gate.** Suppose the site opens at a rate $g\ll\gamma$ whenever $n\ge m$. The pool then stays in equilibrium and $k=g\sum_{n\ge m}\pi_n$. The leading term contains $W(m)$ in place of $mW(m)$, and the counting ratio is $W(m+1)/W(m)=(N+m)/(m+1)$. At $m=25$ this gives $60/\ln(43/26)=119$ meV; the fit over the same thresholds and temperatures gives 120 meV. The slow gate thus raises the fitted $E_{MN}$ from 105 to 120 meV, or by 14 %.

**Unequal frequencies.** For quanta $w_i$, the saddle-point estimate of the number of states $\Omega(E)$ is

$$\ln\Omega(E)\simeq\beta^*E-\sum_i\ln(1-e^{-\beta^*w_i}),$$

with $\beta^*$ chosen to make the right side stationary. That condition reads

$$\sum_i\frac{w_i}{e^{\beta^*w_i}-1}=E .$$

Because the right side is stationary in $\beta^*$, its derivative with respect to $E$ is $\beta^*$, so $E_{MN}\simeq1/\beta^*$. Eighteen modes spread over 30 to 90 meV give 110.4 meV at 1.50 eV, against 110.6 meV for equal modes. An explicit count of states, with $E\,\Omega(E)$ taken as the analogue of $mW(m)$, gives 108.7 meV. The spread hardly matters for $E_{MN}$ in this example; the probability of holding 1.50 eV at 350 K falls by about 30 %.

**Anharmonicity.** With levels $w[v-0.01\,v(v+1)]$ the same thermal condition gives 105.8 meV, 4 % below the harmonic value. The level spacing shrinks with energy, so the number of assemblies grows faster with energy than for harmonic modes.

## Comparison with a real cell

A quantum of 60 meV lies within the optical phonon range of SnO$_2$, and picosecond damping is a reasonable rough value. The rates at 350 K, from about 0.06 to $10^5$ s$^{-1}$, suit telegraph-like fluctuations; they are far too fast for ten-year retention. Two results are far from usual device parameters. Prefactors of $10^{20}$ to $10^{22}$ s$^{-1}$ greatly exceed the customary attempt frequency of roughly $10^{13}$ s$^{-1}$, and $E_{MN}=105$ meV is above the tens of meV often reported for disordered materials. The assumption most open to doubt is equal sharing: an ion crossing a barrier needs energy along particular coordinates. The one-mode limit shows the possible size of the effect, a factor of about $2\times10^{10}$ in the 1.50 eV rate. The example therefore illustrates the counting; it does not establish that pooled phonons set the switching rate of a real SnO$_2$ cell.

Three other neglected effects are much smaller at 1.50 eV and 350 K, for the modest field and heating assumed here:

- **Field.** At 0.5 MV/cm, a charge $2e$ moving 0.15 nm to the barrier top gains 15 meV. This is less than one quantum, so the estimate interpolates smoothly between integer thresholds: the rate rises by a factor of about $\exp[15(1/30.16-1/110.6)]=1.44$. Stronger programming fields have a larger effect.
- **Self-heating.** A rise of 10 K multiplies the rate by 3.35. Strong heating during programming is not a small effect: a rise of 100 K would multiply the rate by about $10^4$.
- **Tunnelling.** For an equilibrium flux over a parabolic barrier whose curvature corresponds to the same 60 meV, the crossover temperature $w/(2\pi k_B)$ is 111 K, and the leading (Wigner) correction at 350 K is a factor of 1.16. This is only a guide to the size. Here the energy comes in whole quanta, so the actual correction depends on where the barrier top lies between two levels, and it can go either way. Weighting the equilibrium populations with the parabolic transmission, relative to the next-integer threshold, gives about 2.7 for 18 modes (about 4 for one mode) when the top lies just above a level, and about 0.6 when it coincides with a level.

## Using the result

Evaluate the counting factor through log-gamma functions, $\ln G=\ln\Gamma(N+m)-\ln\Gamma(m)-\ln\Gamma(N)$, to avoid overflow. In this model $m$ is an integer; if $E/w$ is not, the threshold is the next integer above it. When $\rho$ is not well below 1, use $b_jh_j=1+d_jh_{j-1}$. All its terms are positive, so no cancellation occurs.

Keep each prefactor with its own energy. The fitted $A$ belongs with the fitted $E_a$, and $\gamma G$ belongs with the threshold $E$ and the factors $(1-x)^{N-1}(1-\rho)$. Combining the fitted $A=1.1\times10^{21}$ s$^{-1}$ with $E=1.50$ eV instead of $E_a=1.325$ eV puts the rate at 350 K below the fitted line by a factor of $\exp(175/30.16)\simeq330$. Nor should a factor $\exp(E/E_{MN})$ be applied to a fitted $A$, which already contains the assembly entropy.

The remaining values are in the numerical output below.

## Numbers as computed

```
phonon quantum w = 60 meV; pooling modes N = 18
damping rate gamma = 1.0e+12 1/s
phonon linewidth hbar*gamma = 0.66 meV
fit temperatures = 300 to 400 K, 5 points
middle threshold: m = 25, E = 1.50 eV
reference temperature = 350 K, kT = 30.16 meV
x = 0.1368; mean quanta per mode = 0.1585
mean quanta in pool = 2.85
assemblies W(m) = 2.547e+11
return ratio rho = 0.2394
rate, formula = 1.000e+02 1/s
rate, first passage = 9.982e+01 1/s
rate with one mode only = 5.396e-09 1/s
largest error of rate formula in range = 0.84 %
rate ratio for one more quantum, first passage = 0.2366
rate ratio for one more quantum, formula = 0.2353
apparent energy at 350 K, formula = 1.3195 eV
apparent energy at 350 K, first passage = 1.3192 eV
ln(A s) at 350 K, formula = 48.354
ln(A s) at 350 K, first passage = 48.342
Arrhenius fits: E (eV), E_a (eV), A (1/s), rate at 350 K (1/s)
  1.20  1.022  4.77e+19  1.00e+05
  1.32  1.143  1.80e+20  6.74e+03
  1.44  1.264  6.17e+20  4.14e+02
  1.50  1.325  1.10e+21  9.98e+01
  1.56  1.385  1.94e+21  2.36e+01
  1.68  1.506  5.67e+21  1.26e+00
  1.80  1.627  1.56e+22  6.32e-02
local E_MN at E = 1.20 eV: 93.5 meV
local E_MN at E = 1.50 eV: 110.6 meV
local E_MN at E = 1.80 eV: 127.7 meV
E_MN from fits = 104.7 meV; rms residual in ln A = 0.098
T* for middle threshold = 1284 K
isokinetic temperature from fits = 1215 K
rate ratio 1.2/1.8 eV there, extrapolated lines = 0.99
rate ratio 1.2/1.8 eV there, first passage = 2.61
one mode: E_MN formula = 1530 meV, fit = 1449 meV
slow gate: E_MN formula = 119.3 meV, fit = 119.7 meV
growing pool c = 0.75: h(c) = 1.1951, s(350 K) = 0.4623
growing pool: E_MN formula = 62.3 meV, exact = 62.0 meV
modes spread over 30-90 meV: E_MN = 110.4 meV, state count = 108.7 meV
anharmonicity 0.01: E_MN = 105.8 meV
field 0.5 MV/cm, charge 2 e, half hop 0.15 nm
field lowering = 15.0 meV, rate factor = 1.44
tunnelling crossover = 111 K, Wigner factor at 350 K = 1.16
rate factor for 10 K self-heating = 3.35
```
